# The Sutherland ground state as a product of sin^lambda pair factors

## 1. The physical question

Put $N$ identical particles on a ring and let each pair repel or attract through a potential that varies as the inverse square of their chord distance. A Jastrow factor is a trial function built as a product of functions of one pair distance each. Such a product describes two particles approaching each other, but the kinetic energy acting on it also generates terms that couple three particles. Unless these terms, summed over each triple, reduce to a constant or to functions of single pair distances, a pair potential cannot cancel them, so the product is in general only an approximation.

For this model the product can nevertheless be the ground state, because the three-body terms add up to a constant. This appendix derives that result, states the conditions it needs, and gives formulas for testing a variational Monte Carlo code.

## 2. Hamiltonian, units and admissible states

Set $\hbar=m=1$ and measure lengths in a unit $a$. Energies are then in $\hbar^2/(ma^2)$. With $N\ge2$, ring length $L$ and $k=\pi/L$, the Hamiltonian is

$$H=-\frac12\sum_i\partial_i^2+\lambda(\lambda-1)k^2S,\qquad S=\sum_{i<j}\frac1{\sin^2 k(x_i-x_j)} .$$

The claim is that for $\lambda>1/2$ the Bose ground state is, up to normalization,

$$\Psi=\prod_{i<j}|\sin k(x_i-x_j)|^\lambda,\qquad E_0=\frac{\lambda^2\pi^2N(N^2-1)}{6L^2}.$$

The factor $1/6$ belongs to $m=1$. In the convention $2m=1$ the Hamiltonian is twice as large: its kinetic term is $-\sum_i\partial_i^2$, its coupling is $2\lambda(\lambda-1)$, and the energy has $1/3$ in place of $1/6$.

The exponents $\lambda$ and $1-\lambda$ give the same coupling $g=\lambda(\lambda-1)$, so near a contact at distance $r$ the differential equation allows both $r^\lambda$ and $r^{1-\lambda}$. The second is square-integrable when $2(1-\lambda)>-1$, that is for $\lambda<3/2$. In the range $1/2<\lambda<3/2$ the behaviour at contact must therefore be specified separately; for $\lambda\ge3/2$ normalizability already excludes $r^{1-\lambda}$. Admissible states here are periodic functions that vanish in a neighbourhood of every contact $x_i=x_j$, together with their limits in the energy norm, meaning limits in which both the function and its energy converge. Given $g>-1/4$, the exponent to use is

$$\lambda=\frac12+\sqrt{\frac14+g}>\frac12 .$$

At $\lambda=1$ the potential vanishes, but the contact condition remains, so the particles are hard-core bosons. Free bosons without that condition would have a constant ground state of energy zero.

Each factor $|\sin k(x_i-x_j)|$ has period $L$ in each coordinate, so $\Psi$ is periodic for every $N$. For fermions, multiply $\Psi$ by the sign of $\prod_{i<j}\sin k(x_i-x_j)$. Moving one particle once around the ring reverses $N-1$ of these sines, which gives the sign $(-1)^{N-1}$. The fermionic state is therefore periodic for odd $N$ and antiperiodic for even $N$. Under those boundary conditions the multiplication maps admissible Bose states one-to-one onto Fermi states of the same energy, since the sign changes only at contacts.

## 3. Kinetic energy of the product

Away from contacts, define the logarithmic derivative

$$W_i=\partial_i\ln\Psi=\lambda k\sum_{j\ne i}\cot k(x_i-x_j).$$

This follows from $\frac{d}{dx}\ln|\sin kx|=k\cot kx$. If $i$ is the second index of a pair, the inner derivative contributes a minus sign, which the oddness of the cotangent absorbs. Since $\partial_i\Psi=W_i\Psi$, a second derivative gives

$$\frac1\Psi\sum_i\partial_i^2\Psi=\sum_i\left(\partial_iW_i+W_i^2\right).$$

For the first term, $\frac{d}{dx}\cot kx=-k/\sin^2kx$. Each pair occurs twice in the sum over $i$, once for each member, so

$$\sum_i\partial_iW_i=-2\lambda k^2S .$$

The square $W_i^2$ contains squared cotangents and products of two different cotangents:

$$\sum_iW_i^2=\lambda^2k^2\,(Q+T),$$

$$Q=\sum_i\sum_{j\ne i}\cot^2k(x_i-x_j),\qquad T=\sum_i\sum_{\substack{j\ne l\\ j,l\ne i}}\cot k(x_i-x_j)\cot k(x_i-x_l).$$

With $\cot^2\theta=1/\sin^2\theta-1$ and two appearances of each of the $N(N-1)/2$ pairs,

$$Q=2S-N(N-1).$$

The sum $T$ contains all the three-body terms.

## 4. The cotangent identity

Let $a+b+c=0$, with none of the three angles a multiple of $\pi$. The addition theorem reads

$$\cot(a+b)=\frac{\cot a\cot b-1}{\cot a+\cot b}.$$

The denominator equals $\sin(a+b)/(\sin a\sin b)$ and is nonzero, because $a+b=-c$. The left side is $\cot(-c)=-\cot c$. Multiplying by the denominator gives

$$\cot a\cot b-1=-\cot c\,(\cot a+\cot b),$$

and hence

$$\cot a\cot b+\cot b\cot c+\cot c\cot a=1 .$$

Now take three particles $i,j,l$ and set

$$a=k(x_i-x_j),\quad b=k(x_j-x_l),\quad c=k(x_l-x_i),$$

which sum to zero. Each of the three particles serves once as the centre of a product in $T$:

- centre $i$: $\cot k(x_i-x_j)\cot k(x_i-x_l)=\cot a\cot(-c)=-\cot a\cot c$;
- centre $j$: $\cot k(x_j-x_i)\cot k(x_j-x_l)=\cot(-a)\cot b=-\cot a\cot b$;
- centre $l$: $\cot k(x_l-x_i)\cot k(x_l-x_j)=\cot c\cot(-b)=-\cot b\cot c$.

Their sum is $-1$ by the identity. Each product occurs twice in $T$, because the other two labels can be taken in either order, so a triple contributes $-2$. There are $N(N-1)(N-2)/6$ triples, and therefore

$$T=-\frac{N(N-1)(N-2)}3 .$$

The three-body terms have not vanished. They have become a constant that contributes to the energy.

## 5. The eigenvalue

The constants in $Q$ and $T$ combine as

$$N(N-1)+\frac{N(N-1)(N-2)}3=\frac{N(N-1)(N+1)}3=\frac{N(N^2-1)}3\equiv C .$$

Hence

$$\sum_iW_i^2=\lambda^2k^2(2S-C).$$

The local kinetic energy is

$$-\frac1{2\Psi}\sum_i\partial_i^2\Psi=-\frac12\left[-2\lambda k^2S+\lambda^2k^2(2S-C)\right]=-\lambda(\lambda-1)k^2S+\frac{\lambda^2k^2C}2 .$$

The potential cancels the first term, which leaves

$$\frac{H\Psi}\Psi=\frac{\lambda^2k^2C}2=\frac{\lambda^2\pi^2N(N^2-1)}{6L^2}=E_0$$

at every configuration without a contact. This makes $\Psi$ a solution of the differential equation. That it is admissible, and that no admissible state lies lower, needs a separate argument.

## 6. Why it is the ground state

**Lower bound.** Let $\varphi$ vanish near all contacts and write $\varphi=\Psi f$. This is always possible, because $\Psi$ is positive wherever $\varphi$ is nonzero. From $\partial_i\varphi=\Psi(\partial_if+W_if)$,

$$|\partial_i\varphi|^2=\Psi^2\left(|\partial_if|^2+W_i\,\partial_i|f|^2+W_i^2|f|^2\right).$$

Integrate the middle term by parts. Periodicity and the vanishing of $f$ near contacts remove the boundary terms, and $\partial_i\Psi^2=2W_i\Psi^2$, so

$$\int\Psi^2W_i\,\partial_i|f|^2=-\int|f|^2\Psi^2\left(\partial_iW_i+2W_i^2\right).$$

Adding the term $W_i^2|f|^2$ and summing over particles,

$$\frac12\int\sum_i|\partial_i\varphi|^2=\frac12\int\Psi^2\sum_i|\partial_if|^2-\frac12\int|\varphi|^2\sum_i\left(\partial_iW_i+W_i^2\right).$$

By Section 5, $-\frac12\sum_i(\partial_iW_i+W_i^2)$ equals $E_0$ minus the potential. Therefore

$$\langle\varphi|H-E_0|\varphi\rangle=\frac12\int\Psi^2\sum_i|\partial_if|^2\ge0 .$$

The inequality survives limits in the energy norm, so it holds for every admissible state.

**Admissibility of $\Psi$.** Let $d$ be the smallest pair distance on the ring. Define $f_\epsilon=0$ for $d<\epsilon$, $f_\epsilon=d/\epsilon-1$ for $\epsilon\le d\le2\epsilon$, and $f_\epsilon=1$ beyond. The energy cost of this cut-off is bounded by three estimates:

- $d$ depends on two coordinates with slopes $\pm1$, so $\sum_i|\partial_if_\epsilon|^2\le2/\epsilon^2$;
- where this gradient is nonzero, one pair distance lies between $\epsilon$ and $2\epsilon$, and since all other factors are at most 1, $\Psi^2\le(2k\epsilon)^{2\lambda}$;
- the volume of that region is at most $\frac{N(N-1)}2\,2\epsilon\,L^{N-1}$, the factor $2\epsilon$ counting both sides of a contact.

Together,

$$\frac12\int\Psi^2\sum_i|\partial_if_\epsilon|^2\le N(N-1)L^{N-1}(2k)^{2\lambda}\,\epsilon^{2\lambda-1}.$$

For $\lambda>1/2$ this tends to zero. The same integral for a difference $f_\epsilon-f_\delta$ is at most twice the sum of the two separate costs, so it also tends to zero. The functions $f_\epsilon\Psi$ thus converge to $\Psi$ in the energy norm. $\Psi$ is admissible and attains the bound.

**Uniqueness.** Suppose another admissible $\varphi$ has energy $E_0$, and let $\Psi f_n$ be functions of the kind above that converge to it. Then $\int\Psi^2\sum_i|\partial_if_n|^2\to0$. On any closed region without contacts $\Psi^2$ has a positive lower bound, so the gradients of $f_n$ tend to zero there. The limit $f=\varphi/\Psi$ is constant on each connected set of contact-free configurations. These sets correspond to the cyclic orders of the particles on the ring, and Bose symmetry makes the constants equal. Thus $\varphi$ is proportional to $\Psi$.

**The other exponent.** For $\lambda<1/2$ the product still solves the differential equation, with energy proportional to $\lambda^2$. The same coupling belongs to $1-\lambda>1/2$, and the lower bound for that exponent is proportional to $(1-\lambda)^2$, which is larger. The product with the smaller exponent is therefore not an eigenstate of the Hamiltonian defined here.

The two-particle cut-off calculation shows the change at $\lambda=1/2$. Energies are in units of $(\pi/L)^2\hbar^2/m$, and $\epsilon$ is in units of $L/\pi$. For $\lambda=0.75$, reducing $\epsilon$ from $10^{-2}$ to $10^{-4}$ lowers the energy from 0.7756 to 0.5838, towards $\lambda^2=0.5625$. The excess falls by a factor 10, as $\epsilon^{2\lambda-1}=\epsilon^{0.5}$ requires. For $\lambda=0.30$ the energy rises from 7.06 to 44.06 and moves away from $\lambda^2=0.09$.

## 7. Limiting cases

At $\lambda=1$ the energy must equal that of free fermions filling the momenta $2\pi n/L$, with $n=-(N-1)/2,\ldots,(N-1)/2$ in unit steps. Since $\sum n^2=N(N^2-1)/12$,

$$\frac12\left(\frac{2\pi}L\right)^2\frac{N(N^2-1)}{12}=\frac{\pi^2N(N^2-1)}{6L^2},$$

in agreement with $E_0$. The momenta are integers for odd $N$ and half-integers for even $N$, which matches the boundary conditions of Section 2.

At fixed density $\rho=N/L$,

$$\frac{E_0}N=\frac{\lambda^2\pi^2\rho^2}6\left(1-\frac1{N^2}\right),$$

so the relative finite-size correction is $-1/N^2$.

For large $\lambda$ the particles approach a lattice. Because $\sum_iW_i^2\ge0$, Section 5 gives $S\ge C/2$. At equal spacing every $W_i$ vanishes by reflection symmetry, so $S=C/2$ there and the repulsive potential (for $\lambda>1$) has its minimum. That minimum is $\lambda(\lambda-1)k^2C/2$. The ground-state energy exceeds it by $\lambda k^2C/2$, the cost of quantum motion, which is a fraction $1/\lambda$ of $E_0$.

## 8. A trial exponent different from the exact one

In a variational calculation the exponent is a parameter $\mu$, while the Hamiltonian keeps $\lambda$. Let $\Psi_\mu$ be the product with exponent $\mu>1/2$. Replacing $\lambda$ by $\mu$ in the kinetic energy of Section 5 gives the local energy

$$E_{\rm loc}=\frac{\mu^2k^2C}2+\left[\lambda(\lambda-1)-\mu(\mu-1)\right]k^2S .$$

Its average requires $\langle S\rangle$ in the density $\Psi_\mu^2$. Let $W_i$ now contain $\mu$. Near a contact at distance $r$, $W_i\Psi_\mu^2$ behaves as $r^{2\mu-1}$ and vanishes, so the integral of the total derivative is zero:

$$0=\int\sum_i\partial_i\left(W_i\Psi_\mu^2\right)=\int\Psi_\mu^2\sum_i\left(\partial_iW_i+2W_i^2\right).$$

This relation also shows that the average local kinetic energy equals $\frac12\langle\sum_iW_i^2\rangle$, the form that uses first derivatives only. Inserting the pair sums and dividing by $k^2$,

$$-2\mu\langle S\rangle+2\mu^2\left(2\langle S\rangle-C\right)=0,\qquad\langle S\rangle=\frac{\mu C}{2\mu-1}.$$

The variational energy is then

$$E(\mu)=\frac{k^2C}2\left[\mu^2+\frac{2\mu(\lambda^2-\lambda-\mu^2+\mu)}{2\mu-1}\right].$$

Over the common denominator, the numerator in the bracket is

$$2\mu^3-\mu^2+2\mu\lambda^2-2\mu\lambda-2\mu^3+2\mu^2=\mu^2-2\mu\lambda+2\mu\lambda^2=\lambda^2(2\mu-1)+(\mu-\lambda)^2 .$$

Therefore

$$E(\mu)=\frac{k^2N(N^2-1)}6\left[\lambda^2+\frac{(\mu-\lambda)^2}{2\mu-1}\right].$$

The minimum is at $\mu=\lambda$, and the energy error is quadratic in the error of the exponent.

The fluctuation of the local energy is linear in that error, since the coefficient of $S$ is $(\lambda-\mu)(\lambda+\mu-1)$. For exponents above $1/2$ it vanishes only at $\mu=\lambda$. Otherwise the variance involves $\langle S^2\rangle$, whose contact part is $\int r^{2\mu-4}dr$. This is finite only for $\mu>3/2$. For $1/2<\mu\le3/2$ with $\mu\ne\lambda$, the mean energy exists but the usual error bar based on a finite variance does not.

## 9. Worked example

Take the round model parameters $N=4$, $L=4a$, $\lambda=2$. Then $k^2=0.616850$, $C=20$ and

$$E_0=4\times0.616850\times10=24.6740 .$$

At equal spacing, positions $(0,1,2,3)$, the four neighbouring pairs have $\sin^2(\pi/4)=1/2$ and the two opposite pairs have $\sin^2(\pi/2)=1$. Hence $S=4\times2+2\times1=10$. The potential is $2\times0.616850\times10=12.3370$, and the local kinetic energy is also 12.3370.

At the irregular positions $(0.1,0.5,1.9,3.2)$ the program finds $S=17.8788$ and $T=-8.0000$, the same $T$ as for equal spacing and equal to $-4\cdot3\cdot2/3$. The pieces are

$$\sum_i\partial_iW_i=-4\times0.616850\times17.8788=-44.114,$$

$$\sum_iW_i^2=4\times0.616850\times(35.7576-20)=38.880 .$$

The local kinetic energy is $-\frac12(-44.114+38.880)=2.617$, and the potential is $2\times0.616850\times17.8788=22.057$. Their sum is again 24.674. Relative to equal spacing, the potential has risen by 9.720, mainly because of the close pair at distance 0.4, and the local kinetic energy has fallen by the same amount.

For the trial exponent $\mu=2.5$, $\langle S\rangle=2.5\times20/4=12.5$ and

$$E(2.5)=6.1685\left[4+\frac{0.25}4\right]=25.0595 .$$

The Metropolis run gives $25.0575\pm0.0052$, with a local-energy standard deviation of about 3.7. Only two figures are quoted because the fourth moment, whose contact part is $\int r^{2\mu-8}dr$, diverges for $\mu\le7/2$, so the sampled standard deviation converges slowly. At $\mu=2$ the standard deviation is $6\times10^{-15}$, which is floating-point rounding. The still smaller statistical error printed for that run describes the scatter of rounding errors and is not a measure of accuracy. The wrong exponent raises the energy by only 1.6% of $E_0$, while the standard deviation is 15% of $E_0$. In this example the spread reveals a wrong exponent much more clearly than the mean does.

## 10. Notes for implementation

Sample with $\ln\Psi_\mu=\mu\sum_{i<j}\ln|\sin k(x_i-x_j)|$, which avoids underflow of the product. Compute $W_i$ as a sum over the other particles and then square it. This includes all three-body terms at a cost of order $N^2$, with no loop over triples.

When testing a code, build the local energy from $\partial_iW_i$ and $W_i^2$. The closed expression in Section 8 already contains the cotangent identity, so at $\mu=\lambda$ it returns $E_0$ whatever the code does with the cotangents. Near a contact, with $\lambda\ne1$, the kinetic and potential parts diverge with opposite signs, and their sum loses digits.

A constant local energy confirms the eigenvalue equation but does not show that the state is lowest. The numerical check therefore also diagonalizes the Hamiltonian for three fermions on a ring with $L=3a$, using determinants of plane waves. For $\lambda=3$ the fermionic product is a finite sum of plane waves that lies inside the basis. The lowest level at zero total momentum is 39.478418, equal to the formula to all printed digits, and the lowest levels in the three other momentum sectors examined are higher. For $\lambda=2$ the fermionic product is not a finite sum of plane waves. The computed level then descends from 17.7756 to 17.5733 and 17.5494 as the mode cutoff grows from 3 to 6 and 12. The last value lies above the exact 17.5460 by $2\times10^{-4}$ of that energy.

## Values computed for the example and the checks

```
Energies in hbar^2/(m a^2), lengths in a, unless stated
Example: N = 4, L = 4.0, lambda = 2.0
(pi/L)^2 = 0.616850
N(N^2-1)/6 = 10
E0 from formula = 24.674011
E0 per particle = 6.168503
Config A: positions = [0.0, 1.0, 2.0, 3.0]
  S = 10.000000 (pure number)
  cotangent cross sum = -8.000000 (pure number)
  local kinetic = 12.337006
  potential = 12.337006
  local energy = 24.674011
Config B: positions = [0.1, 0.5, 1.9, 3.2]
  S = 17.878776 (pure number)
  cotangent cross sum = -8.000000 (pure number)
  local kinetic = 2.616955
  potential = 22.057056
  local energy = 24.674011
Metropolis, N = 4, 3000 walkers:
  mu = 2.0: mean = 24.67401, error = 2.4e-17
    spread of local energy = 5.950e-15
    acceptance = 0.50 (fraction)
  mu = 2.5: mean = 25.05746, error = 5.2e-03
    spread of local energy = 3.723e+00
    acceptance = 0.46 (fraction)
  formula E(mu=2.5) = 25.05954
Quadrature, N = 3, L = 3, lambda = 2:
  mu = 1.5: E = 18.09438, formula = 18.09427
  mu = 2.0: E = 17.54596, formula = 17.54596
  mu = 2.5: E = 17.82012, formula = 17.82012
  mu = 3.0: E = 18.42326, formula = 18.42326
Diagonalization, N = 3, L = 3, lambda = 3, mode cutoff 10:
  formula E0 = 39.478418
  lowest, total momentum 0 x 2pi/L: 39.478418
  lowest, total momentum 1 x 2pi/L: 54.831136
  lowest, total momentum 2 x 2pi/L: 57.024381
  lowest, total momentum 3 x 2pi/L: 46.058154
  second level at zero momentum = 70.183854
Diagonalization, lambda = 2: formula E0 = 17.545963
  mode cutoff 3: 17.775555
  mode cutoff 6: 17.573268
  mode cutoff 12: 17.549409
Cut-off pair state, N = 2, energy in (pi/L)^2 hbar^2/m:
  (cut-off length eps in units of L/pi)
  lambda = 0.75: lambda^2 = 0.5625
    eps = 1e-2: 0.7756, eps = 1e-4: 0.5838
  lambda = 0.30: lambda^2 = 0.0900
    eps = 1e-2: 7.0635, eps = 1e-4: 44.0562
Largest relative error of local energy = 1.9e-16
```
